# Linear mass uptake does not mean linear filling of bare sites

**Q:** I am dosing water vapour onto a cold oxide, and the microbalance under it gains mass along a straight line. Equal times give equal numbers of adsorbed molecules, so the vacant sites must disappear at a constant rate too. When the balance reads one molecule per site, the oxide is covered. Where could that go wrong?

**A:** In the step from "molecules adsorbed" to "sites filled". Suppose half the sites are already occupied and the next molecule lands on one of those. If it sticks, what does the balance record, and what happens to the number of vacant sites?

**Q:** The balance records one more molecule. The number of vacant sites stays the same, because the molecule sits in a second layer. But surely that matters only near the end, when most sites are full?

**A:** Let us write down both rates and see. Let $J$ be the number of molecules arriving per unit area and time, $n$ the number of substrate sites per unit area, and $s$ the probability that an arriving molecule sticks. I assume:

- arrivals are independent and spread evenly over many equivalent sites;
- $s$ is the same on bare and covered sites;
- each molecule occupies one site and stays on top of the column where it lands;
- nothing desorbs.

Let $m$ be the number of adsorbed molecules per site. I shall call $m=1$ "one monolayer" (1 ML), meaning an average amount and not a closed layer. Let $b$ be the fraction of substrate sites that hold no molecule.

In a time $dt$, $J\,dt$ molecules arrive per unit area and $sJ\,dt$ of them stick. Dividing by the number of sites per unit area gives

$$dm=\frac{sJ}{n}\,dt .$$

Starting from a clean surface, $m=sJt/n$. That is your straight line. Now, which of those molecules remove a vacancy?

**Q:** Those that land on a bare site. Since arrivals are spread evenly, that is a fraction $b$ of them. So

$$db=-\frac{sJ}{n}\,b\,dt .$$

The extra factor $b$ is there from the start. It is close to one at first, which is why I did not miss it.

**A:** Divide your equation by mine. The flux, the sticking probability and the site density cancel:

$$\frac{db}{dm}=-b\quad\Rightarrow\quad\frac{db}{b}=-dm\quad\Rightarrow\quad\ln b=-m ,$$

where the integration constant is zero because $b=1$ at $m=0$. Hence

$$b=e^{-m}=e^{-sJt/n}.$$

The mass grows linearly in time while the bare fraction decays exponentially.

**Q:** You treated $b$ as a smooth quantity. Can I get the same thing by counting molecules?

**A:** Yes. Put $M$ molecules at random on $N$ sites. One molecule misses a chosen site with probability $1-1/N$. The arrivals are independent, so all $M$ miss it with probability $(1-1/N)^M$, and this is also the mean bare fraction. With $M=mN$,

$$\ln\left(1-\frac1N\right)^{M}=mN\left(-\frac1N-\frac{1}{2N^2}-\dots\right)=-m-\frac{m}{2N}-\dots$$

which tends to $-m$ for large $N$ at fixed $m$. The condition "many sites" matters: for 6 molecules on 4 sites the mean is $(3/4)^6=0.178$, whereas $e^{-6/4}=0.223$. A real surface has so many sites that the difference is negligible.

**Q:** Then at one monolayer I have $b=e^{-1}\approx0.37$. More than a third of the oxide is bare, although there is one molecule for every site. Where are the missing molecules?

**A:** On top of others. Let $P_k$ be the fraction of sites holding $k$ molecules. An arrival turns a column of $k-1$ into one of $k$, and a column of $k$ into one of $k+1$, so for $k\ge1$

$$\frac{dP_k}{dm}=P_{k-1}-P_k .$$

Write $P_k=e^{-m}Q_k$. The left side becomes $e^{-m}(dQ_k/dm-Q_k)$, the terms in $Q_k$ cancel, and $dQ_k/dm=Q_{k-1}$ remains. Since $P_0=b=e^{-m}$, we have $Q_0=1$. The other $Q_k$ start at zero, so repeated integration gives $Q_1=m$, $Q_2=m^2/2$, and in general

$$P_k=e^{-m}\frac{m^k}{k!}.$$

This is a Poisson distribution. At $m=1$, about 37% of sites are empty, 37% hold one molecule and 26% hold two or more. The first layer contains $1-e^{-m}$ molecules per site, so the upper layers contain $m-1+e^{-m}$, which is 0.37 at $m=1$. The molecules above the first layer are as many as the vacancies left below.

A random placement on a million sites gave 0.3676, 0.3684 and 0.2640 for the three groups. Between 0.95 and 1.05 ML, a share of 0.367 of the arrivals hit bare sites.

**Q:** Would I have noticed the error at small doses?

**A:** Hardly. The expansion

$$e^{-m}=1-m+\frac{m^2}{2}-\dots$$

agrees with your $1-m$ to first order. At 0.1 ML the bare fractions are 0.905 and 0.900. At 0.5 ML they are 0.607 and 0.500, and at 1 ML they are 0.368 and zero.

**Q:** But I have seen $b=1-m$ derived for Langmuir adsorption. Is that wrong?

**A:** No, it belongs to a different mass curve. Let the sticking probability be $s_0$ on bare sites and $s_1$ on covered ones, with the other assumptions unchanged, and let $x=Jt/n$ be the number of impacts per site. Vacancies are removed by molecules that stick on bare sites:

$$\frac{db}{dx}=-s_0b\quad\Rightarrow\quad b=e^{-s_0x}.$$

Mass comes from both kinds of site:

$$\frac{dm}{dx}=s_0b+s_1(1-b)=s_1+(s_0-s_1)e^{-s_0x}.$$

The integral of $e^{-s_0x}$ from zero to $x$ is $(1-e^{-s_0x})/s_0$, so

$$m=s_1x+\left(1-\frac{s_1}{s_0}\right)\left(1-e^{-s_0x}\right).$$

In the Langmuir case $s_1=0$, this becomes $m=1-e^{-s_0x}=1-b$. The bare fraction is then linear in the mass, because there is no second layer. But the mass is not linear in time; it saturates.

**Q:** So I combined the Langmuir relation between $b$ and $m$ with a mass curve that is not Langmuir's. And $s_1$ does not appear in $b(x)$ at all?

**A:** It does not, since what happens on a covered site cannot change whether that site is bare. In an impact-by-impact simulation with $s_0=0.8$ and 2.5 impacts per site, I held $s_0$ and the exposure fixed and changed $s_1$:

- $s_1=0$: uptake 0.864 ML, bare fraction 0.136;
- $s_1=0.4$: uptake 1.433 ML, bare fraction 0.136;
- $s_1=0.8$: uptake 1.999 ML, bare fraction 0.136.

The formulas give 0.865, 1.432 and 2.000 ML, with a bare fraction of 0.135 throughout. Within this model the curvature is

$$\frac{d^2m}{dx^2}=-s_0(s_0-s_1)e^{-s_0x},$$

so for $s_0>0$ the uptake is straight only if $s_1=s_0$. Your straight line is then evidence of equal sticking, as far as the balance can resolve curvature, and not of linear filling.

**Q:** Does a straight line therefore prove the exponential?

**A:** Not by itself. The molecules must also stay where they land. Suppose instead that every molecule landing on a covered site wanders until it finds a vacancy. Then each adsorbed molecule fills one site, and $b=1-m$ up to one monolayer, with the same linear uptake. Your original picture is right for that surface.

What the mass alone guarantees is a bound. Each filled site needs at least one molecule, so $1-b\le m$, or $b\ge1-m$. Equality requires that no molecule sits above the first layer.

**Q:** Let me put in my own conditions. The doser points straight at the oxide, which is at 20 K, and delivers the flux of water vapour at $10^{-8}$ Torr and 300 K. I take roughly $10^{15}$ sites per cm² and a sticking probability of one.

**A:** The flux from a gas is its number density $p/k_BT$ times the velocity towards the surface, averaged over all molecules, with those moving away counted as zero. For molecular mass $\mu$,

$$\int_0^\infty v\sqrt{\frac{\mu}{2\pi k_BT}}\;e^{-\mu v^2/2k_BT}\,dv=\sqrt{\frac{\mu}{2\pi k_BT}}\;\frac{k_BT}{\mu}=\sqrt{\frac{k_BT}{2\pi\mu}},$$

and therefore

$$J=\frac{p}{\sqrt{2\pi\mu k_BT}}=4.78\times10^{12}\ \text{cm}^{-2}\,\text{s}^{-1}.$$

One monolayer takes $n/J=10^{15}/(4.78\times10^{12})\approx209$ s and weighs 29.9 ng/cm².

To leave a bare fraction $f$ you need $m=\ln(1/f)$. For 99% coverage, $m=\ln100=4.605$, which takes $4.605\times209.3\approx964$ s and adds 138 ng/cm². Your linear reading would have stopped at 0.99 ML, after 207 s, with 37% of the sites still bare.

**Q:** Can I use 964 s as a recipe?

**A:** Only if the assumptions hold, so let us size their failures. Start with thermal motion. An event with barrier $E$ and attempt rate $\nu$ is expected once in a time $t$ when $\nu t\,e^{-E/k_BT}=1$, that is, at

$$T=\frac{E}{k_B\ln(\nu t)}.$$

With $t=964$ s and an assumed $\nu=10^{12}$ s⁻¹, a hopping barrier of 0.1 eV gives 34 K and one of 0.2 eV gives 67 K. Desorption with 0.5 eV and $10^{15}$ s⁻¹ gives 140 K. These barriers and rates are rough assumptions, but for them the molecules are frozen in place at 20 K. By the same formula, a hopping barrier below about 0.06 eV would not be frozen out. Residual nitrogen at $10^{-10}$ Torr would deliver at most 0.037 ML during the dose.

Slightly unequal sticking matters little at 1 ML but more at the end of the dose. With $s_0=0.9$ and $s_1=1$, the bare fraction at 1 ML is 0.382 instead of 0.368, but $b=e^{-s_0x}$ gives 0.016 instead of 0.010 after 964 s, and 99% coverage takes $964/0.9\approx1071$ s. The late straight part of the mass curve, extended back to zero time, misses the origin by $1-s_1/s_0=-0.11$ ML, or $-3.3$ ng/cm². The departure from a fitted straight line is smaller still: about 0.2 ng/cm² up to 1 ML and about 1.2 ng/cm² up to 4.6 ML. Even $s_0=0.5$ departs by only about 1 ng/cm² up to 1 ML. A line that looks straight over a short dose is therefore weak evidence of equal sticking.

**Q:** And the landing itself? A molecule might not settle exactly on top of the column it hits.

**A:** That is the largest uncertainty of those I have sized. I compared two simple rules on a square lattice of 400 by 400 sites, with every arrival sticking, so that the mass uptake is the same straight line.

In the first, a molecule landing on a covered site rolls to its lowest neighbouring column if that one is lower. Some second-layer molecules then fill vacancies, and the bare fraction at 1 ML falls to 0.14. At 4.6 ML no vacancy is left to four decimals.

In the second, a descending molecule sticks to the side of a taller neighbouring column. The empty fraction of substrate sites at 1 ML is 0.57, and at 4.6 ML it is still 0.56.

**Q:** Why does it stop falling?

**A:** Consider an empty site beside a column at least two molecules high. The next molecule coming down over that site is caught at the second level or higher, leaving the substrate site empty beneath an overhang. Columns never get lower, so under this rule that site can never be filled.

This matters for your oxide. Water ice grown from vapour at such low temperatures is amorphous and can be porous. The porosity depends strongly on the angle of arrival: it is small for a beam along the surface normal, which your doser provides only if it is well collimated, and larger for oblique or background dosing. Overhangs therefore cannot be ruled out without a measurement, and neither 964 s nor 37% should be taken as a prediction for your oxide. The two lattice rules are not bounds either; they show how far the landing process can move the number. Your 20 K stage is also far from ordinary atomic layer deposition, which typically runs well above room temperature with precursor pulses meant to saturate. There $s_1$ should be small, and the Langmuir limit is the more natural starting point.

**Q:** Then what should I measure, if the mass cannot tell these cases apart?

**A:** A signal that, after subtracting any background, is proportional to the number of bare substrate sites and does not depend on how many molecules sit on the others. Plot its logarithm against the mass. If molecules stick equally everywhere and stay on top of the column they hit, $\ln b=-m$ gives a straight line of slope $-1$ per monolayer. That value needs the right $n$, and with unequal sticking the slope tends to $-s_0/s_1$ at large doses. If they find the vacancies, $\ln b=\ln(1-m)$ bends down ever more steeply towards 1 ML. If overhangs shelter the substrate as in the second rule, the curve levels off, but only for a probe that counts the empty sites under overhangs as bare. In that rule every molecule still stays over the site it came down on, so the fraction of sites open from above is again $e^{-m}$, and a line-of-sight probe cannot tell this case from the first. Take data beyond about half a monolayer, because at 0.1 ML the first two cases differ by only 0.005 in $b$. The numerical output lists bare fractions for random placement, unequal sticking and the two lattice rules.

## Calculated quantities

```
4 sites, 6 molecules: mean bare fraction 0.1780, exp(-6/4) = 0.2231
Random placement on 1e6 sites:
 uptake(ML)  bare(simulated)  exp(-m)  linear guess max(0,1-m)
    0.100        0.9048        0.9048      0.9000
    0.500        0.6063        0.6065      0.5000
    1.000        0.3676        0.3679      0.0000
    2.000        0.1354        0.1353      0.0000
    4.605        0.0102        0.0100      0.0000
At 1 ML: sites with 0, 1, 2+ molecules: 0.3676, 0.3684, 0.2640; mass above first layer 0.3676 ML
Share of arrivals hitting bare sites, 0.95 to 1.05 ML: 0.367
Unequal sticking, s0 = 0.8, 2.5 impacts per site (simulated | formula):
 s1 = 0.0: bare 0.1362 | 0.1353, uptake 0.8638 | 0.8647 ML
 s1 = 0.4: bare 0.1357 | 0.1353, uptake 1.4332 | 1.4323 ML
 s1 = 0.8: bare 0.1360 | 0.1353, uptake 1.9986 | 2.0000 ML
Example inputs: 1e-08 Torr water at 300 K, stage 20 K, 1e+15 sites/cm2, sticking 1
Flux 4.778e+12 /(cm2 s); time per ML 209.3 s; mass per ML 29.91 ng/cm2
99% coverage: 4.605 ML, 964 s, 137.8 ng/cm2
Linear guess for 99%: 0.990 ML, 207 s; true bare fraction there 0.3716
Landing rules, equal sticking, linear uptake in every case:
 stay: empty substrate sites at 1 ML 0.3671, at 4.605 ML 0.0098
 side: empty substrate sites at 1 ML 0.5721, at 4.605 ML 0.5598
 roll: empty substrate sites at 1 ML 0.1382, at 4.605 ML 0.0000
s0 = 0.9, s1 = 1.0: bare fraction at 1 ML 0.3822; late uptake offset -0.111 ML = -3.32 ng/cm2
Temperature for one expected event in 964 s:
 hop, barrier 0.1 eV, prefactor 1e+12 /s: 33.6 K; events at 20 K: 6.1e-11
 hop, barrier 0.2 eV, prefactor 1e+12 /s: 67.3 K; events at 20 K: 3.9e-36
 desorption, barrier 0.5 eV, prefactor 1e+15 /s: 140.1 K; events at 20 K: 9.8e-109
Residual N2 at 1e-10 Torr, 300 K: at most 0.037 ML arrives during the 99% dose
```
